# The Moss-Burstein Band-Filling Correction for Shallow Donors in Supercells

Suppose that a supercell of volume $V$ contains shallow donors which release $q$ electrons into a host-like conduction band. The electrons fill the sampled band from its minimum upward, and the computed energy per supercell contains the excess

$$
S=\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\,(\varepsilon_{n\mathbf k}-\varepsilon_C),\qquad \Delta E_{\rm bf}=-S .
\tag{1}
$$

Here $\Delta E_{\rm bf}$ is the correction to be added if the energy is to describe a dilute donor with its electrons at the band minimum. The mesh weights satisfy $\sum_{\mathbf k}w_{\mathbf k}=1$. The occupations satisfy $0\le f_{n\mathbf k}\le g$ and $\sum w_{\mathbf k}f_{n\mathbf k}=q$, where $g$ counts spin and, if the sum is taken over one valley only, also the equivalent valleys. The energy $\varepsilon_C$ is the conduction-band minimum of the pure host, aligned to the defect cell. For a parabolic band of mass $m$, at zero temperature and with dense sampling,

$$
S=\frac35\,q\,\frac{\hbar^2}{2m}\left(\frac{6\pi^2q}{gV}\right)^{2/3}.
\tag{2}
$$

At fixed $q$ this falls as $V^{-2/3}$. Equation (2) follows from (1) by counting states. Equation (1) is itself an approximation, because a total energy is not a sum of eigenvalues, and it has to be justified first.

In a mean-field theory such as Kohn-Sham theory, let the total energy at given occupations be

$$
E=\sum_i w_if_i\langle\phi_i|h_0|\phi_i\rangle+E_{\rm int}[n],\qquad n=\sum_i w_if_i|\phi_i|^2,
$$

where $i$ stands for $n\mathbf k$, and $h_0$ holds the kinetic energy and the external potential. The orbitals obey $h\phi_i=\varepsilon_i\phi_i$ with $h=h_0+v_{\rm int}$ and $v_{\rm int}=\delta E_{\rm int}/\delta n$. Differentiate with respect to one occupation and let all orbitals relax:

$$
\frac{\partial E}{\partial f_i}=w_i\langle\phi_i|h_0+v_{\rm int}|\phi_i\rangle+\sum_jw_jf_j\left(\Big\langle\frac{\partial\phi_j}{\partial f_i}\Big|h\Big|\phi_j\Big\rangle+{\rm c.c.}\right).
$$

Since $h\phi_j=\varepsilon_j\phi_j$, each bracket in the last sum is $\varepsilon_j\,\partial\langle\phi_j|\phi_j\rangle/\partial f_i$, which vanishes because the orbitals stay normalized. Hence $\partial E/\partial f_i=w_i\varepsilon_i$, which is Janak's theorem.

Now transfer the carriers from the filled mesh to the lowest conduction state of the defect cell, whose energy is $\varepsilon_0$, along the line $f(\lambda)=(1-\lambda)f^{\rm fill}+\lambda f^{\rm edge}$. The end point puts all $q$ electrons into one state of the mesh. This can exceed the capacity $g$ of that state, so it is a formal reference that stands for the dilute limit, where the filling energy vanishes. At the start of the path,

$$
\frac{dE}{d\lambda}\bigg|_0=\sum_iw_i(f_i^{\rm edge}-f_i^{\rm fill})\varepsilon_i
=q\varepsilon_0-\sum_iw_if_i^{\rm fill}\varepsilon_i
=-\sum_iw_if_i^{\rm fill}(\varepsilon_i-\varepsilon_0),
$$

where the last step uses $\sum_i w_if_i^{\rm fill}=q$, the sums running over the carriers. Taylor's formula with integral remainder gives

$$
E_{\rm edge}-E_{\rm fill}=-\sum_iw_if_i^{\rm fill}(\varepsilon_i-\varepsilon_0)+R,\qquad
R=\int_0^1(1-\lambda)\frac{d^2E}{d\lambda^2}\,d\lambda .
\tag{3}
$$

To see what $R$ contains, write $\Delta f_i=f_i^{\rm edge}-f_i^{\rm fill}$ and differentiate $dE/d\lambda=\sum_iw_i\Delta f_i\varepsilon_i$ once more. By the Hellmann-Feynman theorem $d\varepsilon_i/d\lambda=\langle\phi_i|dv_{\rm int}/d\lambda|\phi_i\rangle$, so that

$$
\frac{d^2E}{d\lambda^2}=\int\Delta n\,\frac{dv_{\rm int}}{d\lambda}\,d^3r,\qquad \Delta n=\sum_iw_i\Delta f_i|\phi_i|^2 .
$$

The potential changes only because the density changes, so $R$ is of second order in the density change. It vanishes if all the carrier states have the same density, as plane waves do. In a crystal the Bloch densities vary with $\mathbf k$, and $R$ is then small to the extent that this variation is small.

Equation (3) refers to the edge $\varepsilon_0$ of the defect cell, whereas (1) refers to the aligned host edge $\varepsilon_C$. Adding and subtracting $\varepsilon_C$ gives

$$
-\sum_iw_if_i(\varepsilon_i-\varepsilon_C)=-\sum_iw_if_i(\varepsilon_i-\varepsilon_0)-q(\varepsilon_0-\varepsilon_C).
$$

The last term removes the direct effect of the donor on the edge state. For a weak, short-range donor potential $u$ and a plane-wave-like edge state, first-order perturbation theory gives $\varepsilon_0-\varepsilon_C=V^{-1}\int u\,d^3r$. This falls as $1/V$, faster than the filling energy. For such a short-range potential the alignment must use the potential far from the donor, because the reference electron at the host band minimum is spread over that region. A Coulomb tail does not level off inside the cell: the potential at the farthest point then differs from the cell average by an amount of order $e^2/4\pi\epsilon L$, with $\epsilon$ the permittivity of the host and $L$ the cell side, so that the edge term depends on where the alignment is made and, to first order in the potential, falls only as $V^{-1/3}$. This power holds for a side of the order of the effective Bohr radius or smaller. In larger cells the higher orders, of which the second does not depend on $L$, slow the decay, and the term approaches the donor binding energy instead of zero. An alignment error $\delta$ in $\varepsilon_C$ changes $S$ by $-q\delta$, whatever the filling.

The sum in (1) runs over the carriers in the host-like band, and these are identified by their character. A deep level is localized on the defect and lies below $\varepsilon_C$. Its electrons have not filled the host band, and including them would wrongly raise the energy by the depth of the level below $\varepsilon_C$ for each electron. Conversely, an attractive donor can push the lowest host-like state slightly below $\varepsilon_C$, and this state still belongs in the sum. A step function that keeps the levels above $\varepsilon_C$ rejects the deep level correctly but drops this state too.

The size dependence can now be found. Take a cubic supercell of side $L$ and a single parabolic band with its minimum at the zone centre, and neglect the gaps that the donor potential opens. The supercell bands are the host band folded into the small zone. A state is labelled by a fractional wavevector $\boldsymbol\kappa$ of the mesh and an integer vector $\mathbf G$, with $\mathbf k=2\pi(\boldsymbol\kappa+\mathbf G)/L$. Therefore

$$
\varepsilon-\varepsilon_C=\frac{\hbar^2k^2}{2m}=\frac{\hbar^2}{2mL^2}\,4\pi^2|\boldsymbol\kappa+\mathbf G|^2 .
$$

The order in which the states are filled depends on $|\boldsymbol\kappa+\mathbf G|^2$ alone. If the mesh is fixed in fractional coordinates, the occupations at zero temperature do not depend on $L$, and

$$
S=\frac{\hbar^2}{2mL^2}\,C,\qquad C=4\pi^2\sum_{\boldsymbol\kappa,\mathbf G}w_{\boldsymbol\kappa}f_{\boldsymbol\kappa\mathbf G}|\boldsymbol\kappa+\mathbf G|^2 .
\tag{4}
$$

Since $L^{-2}=V^{-2/3}$, the power holds even for a coarse mesh. Dense sampling fixes the coefficient $C$. A smearing of fixed width would bring in a second energy scale, the occupations would then depend on $L$, and this argument would no longer apply. The same happens on a coarse mesh if the band minimum folds to a different fractional position in each cell.

For a dense mesh the sum becomes an integral. The supercell zone has volume $(2\pi)^3/V$, so a sum over $\boldsymbol\kappa$ with weights adding to one, together with the sum over $\mathbf G$, becomes $V/(2\pi)^3\int d^3k$. The states with $k<k_F$ are filled with $g$ electrons each:

$$
q=\frac{gV}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{gVk_F^3}{6\pi^2},\qquad
S=\frac{gV}{(2\pi)^3}\,\frac{\hbar^2}{2m}\int_0^{k_F}4\pi k^4\,dk=\frac{gV}{(2\pi)^3}\,\frac{\hbar^2}{2m}\,\frac{4\pi k_F^5}{5}.
$$

Division gives $S/q=\tfrac35\hbar^2k_F^2/2m$, three fifths of the Fermi energy. Inserting $k_F=(6\pi^2q/gV)^{1/3}$ yields (2). In the form (4), the dense coefficient is $C=\tfrac35q(6\pi^2q/g)^{2/3}$.

If the band has three different masses, $\varepsilon-\varepsilon_C=\sum_i\hbar^2k_i^2/2m_i$, put $k_i=\sqrt{m_i/m_d}\,p_i$ with $m_d=(m_xm_ym_z)^{1/3}$. The energy becomes $\hbar^2p^2/2m_d$. The Jacobian is $\sqrt{m_xm_ym_z/m_d^3}=1$, so the counting is unchanged and (2) holds with $m=m_d$.

At fixed volume $S$ grows as $q^{5/3}$, since more electrons also fill higher states. If instead $q$ grows in proportion to $V$, the density is fixed, $S/q$ is constant, and no enlargement of the cell removes the filling. This is the situation of a heavily doped material, in which the filling is physical. The correction should be applied when the dilute limit is wanted, and left out when the density $q/V$ is the one to be described.

As an example with round model parameters, take $m=0.25\,m_e$, for which $\hbar^2/2m=15.24$ eV Å$^2$, and one donor electron in a cubic cell of side 16 Å. The density is $1/4096$ Å$^{-3}$, or $2.44\times10^{20}$ cm$^{-3}$. With spin degeneracy, $g=2$,

$$
k_F=\frac{(3\pi^2)^{1/3}}{16\ \text{Å}}=0.1934\ \text{Å}^{-1},\qquad
\frac{\hbar^2k_F^2}{2m}=0.570\ \text{eV},\qquad
\Delta E_{\rm bf}=-\tfrac35(0.570\ \text{eV})=-0.342\ \text{eV}.
$$

If the electron is fully spin-polarized, $g=1$, and the correction is larger by $2^{2/3}$, which gives $-0.543$ eV. The decay with size is slow. To bring the spin-degenerate excess down to 0.01 eV, the side would have to grow by $\sqrt{0.342/0.01}\approx5.8$, to about 94 Å. This figure is for the pure band. With a Coulomb donor and a relative permittivity of 10 the effective Bohr radius is 21 Å, and in a cell of 94 Å the donor potential already narrows the band, so that the power no longer holds there.

The dense coefficient for $q=1$, $g=2$ is $C=5.7425$. With the zone centre alone, the electron sits at the minimum and $C=0$: no filling energy is present, and for the pure band (1) gives no correction. In a donor cell only the edge term $-q(\varepsilon_0-\varepsilon_C)$ is then left. On a zone-centred $2^3$ mesh each state holds $2/8$ of an electron, so four states are needed. One is at $k=0$ and three are at $kL=\pi$, so that $C=\tfrac14\cdot3\pi^2=7.402$, which is 29% above the dense value. On a $3^3$ mesh each state holds $2/27$, and 13.5 states are needed: one at the centre, six with $|\boldsymbol\kappa|^2=1/9$, and 6.5 of those with $|\boldsymbol\kappa|^2=2/9$. This gives

$$
C=4\pi^2\cdot\frac{2}{27}\cdot\frac{6\cdot1+6.5\cdot2}{9}=6.174,
$$

which is 7.5% too high. The $4^3$ and $8^3$ meshes give 5.706 and 5.716, both slightly low, so the approach to the dense value is not monotonic. For this reason the correction should be evaluated from (1) with the mesh of the defect calculation itself: it then removes the filling energy that this calculation contains. Equation (2) estimates its size.

The power fails if the absolute spacing of the mesh is held fixed while the cell grows. The number of occupied mesh states is $qM^3/g$ for an $M^3$ mesh, and $M$ then falls as $1/L$. For sides of 8, 16, 32 and 64 Å with $M=8,4,2,1$, the parabolic sum gives 1.361, 0.340, 0.110 and 0 eV. The law requires a factor of 4 at each doubling. The first step has a factor of 4.0 and the second 3.1, and at the last the excess vanishes.

A real band is parabolic only near its minimum. Consider the simple cubic cosine band with lattice constant $a$ and hopping $t$, with $ta^2=\hbar^2/2m$:

$$
\varepsilon-\varepsilon_C=2t\sum_{i}(1-\cos k_ia)=ta^2k^2-\frac{ta^4}{12}\sum_ik_i^4+\dots
$$

To first order the quartic term can be averaged over the undistorted Fermi sphere. The distortion moves electrons between states that all lie at the Fermi energy to leading order, and at fixed electron number this costs energy only in second order. The average of $k^4$ over the sphere is $3k_F^4/7$, and the angular average of $\sum_ik_i^4/k^4$ is $3\cdot\tfrac15$. The change per electron is therefore

$$
-\frac{ta^4}{12}\cdot\frac35\cdot\frac37\,k_F^4=-\frac{3}{140}\,ta^4k_F^4,
$$

and division by $\tfrac35ta^2k_F^2$ gives the relative change $-x$ with $x=(k_Fa)^2/28$. Since $k_F^2\propto V^{-2/3}$, the next term in $S$ scales as $V^{-4/3}$. The coefficient belongs to the cosine band, for which $x$ is only 2% in the 16 Å cell. The conduction band of a real semiconductor can be much less parabolic. For a band with $E(1+\alpha E)=\hbar^2k^2/2m$, where $E=\varepsilon-\varepsilon_C$, the leading relative change is $-\tfrac57\alpha\,\hbar^2k_F^2/2m$, and values of $\alpha$ from 0.3 to 1 eV$^{-1}$ lower $S$ in the 16 Å example by 10 to 23%.

With $a=4$ Å and a side of 32 Å, the formula gives a departure of $-0.534\%$ from the parabolic value, and the sum on a $16^3$ mesh, measured relative to the parabolic sum on the same mesh, gives $-0.528\%$. The local power is also affected: from $S\propto V^{-2/3}(1-x)$ and $dx/d\ln V=-\tfrac23x$,

$$
\frac{d\ln S}{d\ln V}\simeq-\frac23+\frac23x .
$$

The computed power accordingly moves from $-0.626$ between 8 and 12 Å to $-0.662$ between 24 and 32 Å, toward $-2/3$.

The total-energy argument can be examined in a self-consistent lattice model. It has the same cosine band with $t=0.9525$ eV, an attractive well of depth $W=1$ eV on one site, and a local mean-field energy $\tfrac U2\sum_in_i^2$ with $U=2$ eV, where $n_i$ is the number of electrons on site $i$. The sampling is the $3^3$ mesh. The model omits the Coulomb tail of a real donor, exchange and correlation, and atomic relaxation.

In the infinite lattice without repulsion, this well does not bind an electron. A bound state at energy $-|E|$ below the host minimum, which is the zero of energy, would require

$$
1=W\int\frac{d^3x}{(2\pi)^3}\,\frac{1}{\varepsilon(\mathbf x)+|E|},\qquad \varepsilon=4t\sum_i\sin^2\frac{x_i}{2},\quad |x_i|\le\pi .
$$

This is the Schrödinger equation solved for the amplitude on the well site, with $\mathbf x=\mathbf ka$. Because $|\sin(x_i/2)|\ge|x_i|/\pi$ in this range, $\varepsilon\ge4tx^2/\pi^2$. The integration cube lies inside a sphere of radius $\sqrt3\pi$, so the right-hand side is less than

$$
W\,\frac{\pi^2}{4t}\,\frac{4\pi\sqrt3\,\pi}{8\pi^3}=\frac{\sqrt3\,\pi W}{8t}\approx0.71,
$$

and the condition cannot be met. The dilute electron therefore has energy zero.

In the 16 Å cell, moving the electron from the filled mesh to the edge state changes the self-consistent total energy by $-0.358377$ eV. The eigenvalue sum measured from $\varepsilon_0$ gives $-0.358385$ eV. The remainder $R$ is 8 µeV, and it grows by a factor of 4.03 when the transferred charge is doubled, as a second-order term should. Its size is close to $\tfrac U2\sum_j(\Delta n_j)^2$, which is small because the transfer changes the charge on each of the 64 sites very little. The value belongs to this model and these parameters: with $W=2$ eV it is about 0.13 meV.

The correction (1), with the edge aligned at the site farthest from the well, acts on the energy as follows:

| Side (Å) | Uncorrected (eV) | Correction (eV) | Corrected (eV) |
|---|---|---|---|
| 12 | 0.617 | −0.586 | 0.031 |
| 16 | 0.354 | −0.341 | 0.013 |
| 20 | 0.229 | −0.222 | 0.007 |

What is left can be identified. The model's total energy is $\sum_iw_if_i\varepsilon_i-\tfrac U2\sum_jn_j^2$, because the eigenvalue sum counts the repulsion twice. The aligned edge is $\varepsilon_C=Un_{\rm far}$. For $q=1$ the corrected energy is therefore

$$
E-\sum_iw_if_i(\varepsilon_i-Un_{\rm far})=Un_{\rm far}-\frac U2\sum_jn_j^2 .
$$

The eigenvalues have cancelled, so without repulsion the correction would restore the dilute energy identically, and the table probes the interaction part. For a uniform density on $N_s$ sites the remainder is $U/2N_s$, which falls as $1/V$. With 64 sites this is 0.016 eV, against the computed 0.013 eV; the difference comes from the non-uniform density. The computed remainder falls with the power $-0.95$ between 12 and 20 Å.

The same cell shows how the states should be selected. With the 1 eV well, the occupied band runs from $-0.017$ to $0.492$ eV relative to the aligned host edge, and the well site holds 0.027 electrons. The lowest state is host-like although it lies below the edge. It holds $2/27$ of an electron, so a step function that dropped it would change $S$ by about 1 meV. With a 10 eV well, the occupied band lies between $-3.18$ and $-3.17$ eV, and 0.91 electrons sit on the well site. This is a deep level, and its band-filling correction is zero. Putting its eigenvalues into (1) would raise the energy by about 3.2 eV and so remove most of the binding. By the identity above, only $Un_{\rm far}-\tfrac U2\sum_jn_j^2\approx-\tfrac U2(0.91)^2\approx-0.8$ eV would be left of a total energy near $-4.0$ eV.

The model has no Coulomb tail, so it does not show what happens for a real donor. There the correction is meant for cells in which the carrier stays spread over the cell, which requires a side not much larger than the effective Bohr radius, and it refers the electron to the host band edge. The binding by the Coulomb tail in the dilute limit has to be found separately. In a larger cell the carrier localizes on the donor, and its state is no longer host-like. The electrostatic interaction between the periodic images of the donor and their screening electrons also remains. Neither is a band-filling energy, and (1) corrects neither. The numerical check tests (2) and its anisotropic form against mesh sums, the band folding, the factor $x$, the slope and the second-order remainder in (3), the $1/V$ decay of the edge shift and of the corrected remainder, and the character of the shallow and deep states.

## Values computed for the example and the checks

```
Mass 0.25 m_e; lattice constant 4.0 A
hbar^2/2m = 15.2399 eV A^2; hopping t = 0.9525 eV
Cell side 16.0 A; volume 4096 A^3
Electron density = 2.441e+20 cm^-3
Fermi wavevector = 0.1934 1/A; zone face 0.1963 1/A
Fermi energy above minimum = 0.5698 eV
Correction, spin-degenerate = -0.3419 eV
Correction, spin-polarized = -0.5427 eV
Dense coefficient C (q=1, g=2) = 5.7425
Anisotropic masses: mesh/closed form = 1.00009
Parabolic band, side 16 A: mesh, C, excess S in eV
   1^3  0.0000  0.0000
   2^3  7.4022  0.4407
   3^3  6.1736  0.3675
   4^3  5.7059  0.3397
   8^3  5.7155  0.3402
  16^3  5.7431  0.3419
  32^3  5.7425  0.3419
Fixed absolute k spacing: side in A, mesh, S in eV
  8  8^3  1.3610
  16  4^3  0.3397
  32  2^3  0.1102
  64  1^3  0.0000
Cosine band, 16^3 mesh: side in A, S in eV, parabola in eV, power of V
  8  1.2539  1.3674  -
  12  0.5853  0.6077  -0.6263 (from previous size)
  16  0.3347  0.3419  -0.6475 (from previous size)
  24  0.1505  0.1519  -0.6570 (from previous size)
  32  0.0850  0.0855  -0.6619 (from previous size)
Departure from parabola at 32 A: -0.5283 %
  leading-order formula: -0.5341 %
Lattice model: U = 2.0 eV, wells 1.0, 10.0 eV; 3^3 mesh
Host-only excess S = 0.359199 eV
Donor cell: E_edge - E_fill = -0.358377 eV
  minus eigenvalue sum from own edge = -0.358385 eV
  second-order remainder R = 8.432 micro-eV
  R(full)/R(half transfer) = 4.0294
Donor cell: side in A, raw energy, correction, corrected energy in eV
  12  0.61675  -0.58616  0.03059
  16  0.35442  -0.34131  0.01311
  20  0.22925  -0.22216  0.00709
Power of V of the corrected remainder = -0.954
Edge shift by well (U=0): -19.685 meV at 16 A, -2.555 meV at 32 A
  power of V = -0.982
Occupied band relative to aligned host edge, 16 A cell:
  shallow: -0.0171 to 0.4922 eV, donor-site charge 0.0266 electrons
  deep: -3.1802 to -3.1660 eV, donor-site charge 0.9057 electrons
```
